# Long-time diffusion on a one-dimensional lattice with random bond rates: a program that tests the result

```python
"""
Result under test: a walker on a 1D lattice (spacing a, equal site energies)
with random symmetric bond rates w has long-time diffusion coefficient
    D = a^2 / <1/w>,   where <dx^2> = 2 D t.
Symbols: tau = 1/w; v = var(tau)/mean(tau)^2; y = stretched coordinate whose
mean drift vanishes; chi = x - y. Reduced units: a = 1, fast bond rate = 1.
Example: Ag adatom in the channels of Ag(110), rough typical parameters,
with a chosen model disorder of the hop barriers.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import ive

rng = np.random.default_rng(12345)
K_EV = const.k / const.e


# ---------- periodic chain, unrolled: moments from the definition ----------
def unrolled_chain(site_weight, conductance, periods=91):
    """Return a function t -> transition probabilities from the central cell.
    The hop rate from i to a neighbour is conductance / site_weight[i]."""
    cell = len(conductance)
    size = cell * periods
    weight = np.tile(site_weight, periods)
    bond = np.tile(conductance, periods)[:size - 1]
    escape = np.zeros(size)
    escape[:-1] += bond
    escape[1:] += bond
    values, vectors = eigh_tridiagonal(
        -escape / weight, bond / np.sqrt(weight[:-1] * weight[1:]))
    start = np.arange(cell) + cell * (periods // 2)

    def probabilities(t):
        core = (vectors[start] * np.exp(values * t)) @ vectors.T
        return core * np.sqrt(weight[None, :] / weight[start][:, None])
    return probabilities, start, size


def mean_square(prob, start, coordinate, start_weight):
    change = coordinate[None, :] - coordinate[start][:, None]
    per_start = np.sum(prob * change**2, axis=1)
    return np.sum(start_weight * per_start) / np.sum(start_weight)


cell_rates = np.array([1.0, 0.3, 2.0, 0.15, 0.8, 1.5, 0.5])
equal = np.ones(7)
prob_at, start, size = unrolled_chain(equal, cell_rates)
x = np.arange(size, dtype=float)
cell_tau = 1 / cell_rates
steps = np.tile(cell_tau / cell_tau.mean(), size // 7)[:size - 1]
y = np.concatenate([[0.0], np.cumsum(steps)])
chi = x - y
D_cell_formula = 1 / cell_tau.mean()
t1, t2 = 100.0, 160.0
D_cell_direct = (mean_square(prob_at(t2), start, x, equal)
                 - mean_square(prob_at(t1), start, x, equal)) / (2*(t2 - t1))
assert abs(D_cell_direct / D_cell_formula - 1) < 1e-7
for t in (0.5, 5.0, 50.0):
    p = prob_at(t)
    assert np.max(np.abs(p @ y - y[start])) < 1e-7      # no drift of y
    msd_x, msd_y, msd_chi = (mean_square(p, start, q, equal)
                             for q in (x, y, chi))
    assert abs(msd_y / (2 * D_cell_formula * t) - 1) < 1e-7
    assert abs(msd_x / (2 * D_cell_formula * t + msd_chi) - 1) < 1e-7
t_short = 1e-4
D_short = mean_square(prob_at(t_short), start, x, equal) / (2 * t_short)
assert abs(D_short / cell_rates.mean() - 1) < 1e-3

# unequal site energies
site_weight = np.array([1.0, 2.5, 0.6, 1.4, 0.8, 1.9, 0.5])
prob_site, start, size = unrolled_chain(site_weight, cell_rates)
D_site_direct = (mean_square(prob_site(t2), start, x, site_weight)
                 - mean_square(prob_site(t1), start, x, site_weight)
                 ) / (2 * (t2 - t1))
D_site_formula = 1 / (site_weight.mean() * cell_tau.mean())
assert abs(D_site_direct / D_site_formula - 1) < 1e-6


# ---------- large random rings ----------
def generator(rates, f):
    flow = rates * (np.roll(f, -1) - f)
    return flow - np.roll(flow, 1)


def evolve(rates, f, t):
    """exp(generator * t) f by a Chebyshev series."""
    half = 2 * rates.max()
    z = half * t
    older, newer = f, f + generator(rates, f) / half
    result = ive(0, z) * older + 2 * ive(1, z) * newer
    for k in range(2, int(8 * np.sqrt(z)) + 30):
        older, newer = newer, 2*(newer + generator(rates, newer)/half) - older
        result += 2 * ive(k, z) * newer
    return result


def chi_spread(rates, t):
    """Mean square change of chi during time t on a ring."""
    tau = 1 / rates
    jumps = 1 - tau / tau.mean()
    c = np.concatenate([[0.0], np.cumsum(jumps)[:-1]])
    c -= c.mean()
    return 2 * np.mean(c * (c - evolve(rates, c, t)))


def leading_spread(rates, t):
    tau = 1 / rates
    return 2 * tau.var() / tau.mean()**2 * np.sqrt(t / tau.mean() / np.pi)


ring = 200000
weak = np.where(rng.random(ring) < 0.5, 0.5, 1.0)
weak_ratio = chi_spread(weak, 2000.0) / leading_spread(weak, 2000.0)
assert abs(weak_ratio - 1) < 0.12       # sampling noise of a finite ring

# ---------- example parameters ----------
a_nm = 0.29
attempt = 2e12
E_fast, E_extra, E_cross = 0.30, 0.03, 0.40
p_slow = 0.20
T_main, T_high = 150.0, 300.0
site_shift = 0.010
flux = 1e-4
channel_sites = 400
fractions = np.array([1 - p_slow, p_slow])
barriers = np.array([E_fast, E_fast + E_extra])


def example(T):
    kT = K_EV * T
    rates = attempt * np.exp(-barriers / kT)
    tau = 1 / rates
    mean_tau = fractions @ tau
    return dict(kT=kT, rates=rates, mean_tau=mean_tau,
                D=a_nm**2 / mean_tau,
                D_arith=a_nm**2 * (fractions @ rates),
                v=(fractions @ tau**2) / mean_tau**2 - 1,
                E_eff=(fractions @ (tau * barriers)) / mean_tau,
                slow=rates[1] / rates[0],
                cross=np.exp(-(E_cross - E_fast) / kT))


main, high = example(T_main), example(T_high)
for T, case in ((T_main, main), (T_high, high)):
    lo, hi = example(T - 0.01), example(T + 0.01)
    slope = -np.log(hi["D"] / lo["D"]) / (1 / hi["kT"] - 1 / lo["kT"])
    assert abs(slope - case["E_eff"]) < 1e-6

D_red = main["D"] / (a_nm**2 * main["rates"][0])
t5_red = (main["v"] / 0.05)**2 / (np.pi * D_red)
t5 = t5_red / main["rates"][0]
explored = 2 * np.sqrt(2 * D_red * t5_red)

strong = np.where(rng.random(ring) < p_slow, main["slow"], 1.0)
strong_ratio = chi_spread(strong, 1e4) / leading_spread(strong, 1e4)
assert abs(strong_ratio - 1) < 0.20     # next order in 1/sqrt(t), plus noise
D_ring = 1 / np.mean(1 / strong)
excess_t5 = chi_spread(strong, t5_red) / (2 * D_ring * t5_red)


# ---------- kinetic Monte Carlo ----------
def kmc_displacements(rates, t_end, walkers):
    origin = rng.integers(len(rates), size=walkers)
    moved = np.zeros(walkers, dtype=int)
    clock = np.zeros(walkers)
    active = np.arange(walkers)
    while active.size:
        site = (origin[active] + moved[active]) % len(rates)
        right = rates[site]
        total = right + rates[site - 1]
        clock[active] += rng.exponential(size=active.size) / total
        alive = clock[active] < t_end
        active = active[alive]
        go_right = rng.random(active.size) * total[alive] < right[alive]
        moved[active] += np.where(go_right, 1, -1)
    return moved


walkers = 20000
moved = kmc_displacements(strong, t5_red, walkers)
squares = moved.astype(float)**2
kmc_ratio = squares.mean() / (2 * D_ring * t5_red)
kmc_error = squares.std() / np.sqrt(walkers) / (2 * D_ring * t5_red)
assert abs(kmc_ratio - 1 - excess_t5) < 0.045   # about four standard errors

# ---------- scatter between finite channels ----------
draws = np.where(rng.random((5000, channel_sites)) < p_slow,
                 1 / main["slow"], 1.0)
D_samples = 1 / draws.mean(axis=1)
scatter = D_samples.std() / D_samples.mean()
scatter_law = np.sqrt(main["v"] / channel_sites)
assert abs(scatter / scatter_law - 1) < 0.06


# ---------- bypass through neighbouring channels ----------
def network_D(along, cross):
    """D along the channels on a torus; rows are channels."""
    index = np.arange(along.size).reshape(along.shape)
    right, below = np.roll(index, -1, axis=1), np.roll(index, -1, axis=0)
    i = np.concatenate([index.ravel(), index.ravel()])
    j = np.concatenate([right.ravel(), below.ravel()])
    g = np.concatenate([along.ravel(), np.full(along.size, cross)])
    matrix = coo_matrix(
        (np.concatenate([g, g, -g, -g]),
         (np.concatenate([i, j, i, j]), np.concatenate([i, j, j, i]))),
        shape=(along.size, along.size)).tocsc()
    source = (along - np.roll(along, 1, axis=1)).ravel()
    phi = np.zeros(along.size)
    phi[1:] = spsolve(matrix[1:, 1:], source[1:],
                      permc_spec="MMD_AT_PLUS_A")
    dx = np.concatenate([np.ones(along.size), np.zeros(along.size)])
    return np.sum(g * (dx + phi[j] - phi[i])**2) / along.size


small = np.where(rng.random((10, 100)) < p_slow, main["slow"], 1.0)
decoupled = np.mean(1 / np.mean(1 / small, axis=1))
assert abs(network_D(small, 1e-9) / decoupled - 1) < 1e-3
bypass = []
for case in (main, high):
    sheet = np.where(rng.random((80, 400)) < p_slow, case["slow"], 1.0)
    D_sheet = network_D(sheet, case["cross"])
    assert np.mean(1 / np.mean(1 / sheet, axis=1)) < D_sheet < sheet.mean()
    bypass.append(D_sheet * np.mean(1 / sheet))

site_factor = [1 / np.cosh(site_shift / c["kT"]) for c in (main, high)]
wigner = [1 + (const.h * attempt / (const.k * T))**2 / 24
          for T in (T_main, T_high)]

# ---------- output ----------
print("SMALL PERIODIC CHAIN (a = 1, time unit arbitrary)")
print("bond rates:", cell_rates)
print(f"mean inverse rate: {cell_tau.mean():.6f}")
print(f"D from second moment: {D_cell_direct:.8f}")
print(f"D from formula: {D_cell_formula:.8f}")
print(f"short-time <dx^2>/2t: {D_short:.5f}")
print(f"mean rate: {cell_rates.mean():.5f}")
print("site weights:", site_weight)
print(f"unequal sites, D direct: {D_site_direct:.8f}")
print(f"unequal sites, D formula: {D_site_formula:.8f}")
print("EXAMPLE INPUTS")
print(f"spacing: {a_nm:.2f} nm; attempt frequency: {attempt:.1e} Hz")
print(f"barriers fast, slow: {barriers[0]:.2f}, {barriers[1]:.2f} eV")
print(f"cross-channel barrier: {E_cross:.2f} eV")
print(f"fraction of slow bonds: {p_slow:.2f}")
for n, (T, c) in enumerate(((T_main, main), (T_high, high))):
    print(f"AT {T:.0f} K")
    print(f"kT: {c['kT']:.6f} eV")
    print(f"fast rate: {c['rates'][0]:.4e} 1/s")
    print(f"slow rate: {c['rates'][1]:.4e} 1/s")
    print(f"mean inverse rate: {c['mean_tau']:.4e} s")
    print(f"D: {c['D']:.4e} nm^2/s = {c['D']*1e-14:.4e} cm^2/s")
    print(f"a^2 <w> (wrong average): {c['D_arith']:.4e} nm^2/s")
    print(f"wrong / right: {c['D_arith']/c['D']:.3f}")
    print(f"v: {c['v']:.4f}")
    print(f"effective activation energy: {c['E_eff']:.4f} eV")
    print(f"cross rate / fast rate: {c['cross']:.3e}")
    print(f"D with bypass / D: {bypass[n]:.3f}")
    print(f"D factor, sites +-{site_shift*1e3:.0f} meV: {site_factor[n]:.3f}")
    print(f"Wigner tunnelling factor: {wigner[n]:.4f}")
print(f"APPROACH TO THE LIMIT, {T_main:.0f} K")
print(f"time for 5 % leading excess: {t5:.3f} s")
print(f"same time x fast rate: {t5_red:.1f}")
print(f"explored stretch, 2 rms: {explored:.1f} sites")
print(f"<dx^2>/2Dt then, ring calculation: {1+excess_t5:.4f}")
print(f"<dx^2>/2Dt then, KMC: {kmc_ratio:.4f} +- {kmc_error:.4f}")
print(f"KMC walkers: {walkers}; ring bonds: {ring}")
print(f"excess / leading law, weak disorder: {weak_ratio:.3f}")
print(f"excess / leading law, example: {strong_ratio:.3f}")
print(f"D scatter, {channel_sites} sites, sampled: {scatter:.4f}")
print(f"D scatter, sqrt(v/N): {scatter_law:.4f}")
print(f"deposition flux: {flux:.0e} monolayer/s")
print(f"arrivals in stretch in that time: {flux*t5*explored:.4f}")
print("success")
```

Printed output:

```
SMALL PERIODIC CHAIN (a = 1, time unit arbitrary)
bond rates: [1.   0.3  2.   0.15 0.8  1.5  0.5 ]
mean inverse rate: 2.202381
D from second moment: 0.45405405
D from formula: 0.45405405
short-time <dx^2>/2t: 0.89279
mean rate: 0.89286
site weights: [1.  2.5 0.6 1.4 0.8 1.9 0.5]
unequal sites, D direct: 0.36533085
unequal sites, D formula: 0.36533085
EXAMPLE INPUTS
spacing: 0.29 nm; attempt frequency: 2.0e+12 Hz
barriers fast, slow: 0.30, 0.33 eV
cross-channel barrier: 0.40 eV
fraction of slow bonds: 0.20
AT 150 K
kT: 0.012926 eV
fast rate: 1.6652e+02 1/s
slow rate: 1.6350e+01 1/s
mean inverse rate: 1.7037e-02 s
D: 4.9364e+00 nm^2/s = 4.9364e-14 cm^2/s
a^2 <w> (wrong average): 1.1479e+01 nm^2/s
wrong / right: 2.325
v: 1.6771
effective activation energy: 0.3215 eV
cross rate / fast rate: 4.367e-04
D with bypass / D: 1.038
D factor, sites +-10 meV: 0.761
Wigner tunnelling factor: 1.0171
AT 300 K
kT: 0.025852 eV
fast rate: 1.8250e+07 1/s
slow rate: 5.7184e+06 1/s
mean inverse rate: 7.8812e-08 s
D: 1.0671e+06 nm^2/s = 1.0671e-08 cm^2/s
a^2 <w> (wrong average): 1.3240e+06 nm^2/s
wrong / right: 1.241
v: 0.3714
effective activation energy: 0.3133 eV
cross rate / fast rate: 2.090e-02
D with bypass / D: 1.039
D factor, sites +-10 meV: 0.930
Wigner tunnelling factor: 1.0043
APPROACH TO THE LIMIT, 150 K
time for 5 % leading excess: 6.101 s
same time x fast rate: 1016.0
explored stretch, 2 rms: 53.5 sites
<dx^2>/2Dt then, ring calculation: 1.0524
<dx^2>/2Dt then, KMC: 1.0304 +- 0.0105
KMC walkers: 20000; ring bonds: 200000
excess / leading law, weak disorder: 1.015
excess / leading law, example: 1.036
D scatter, 400 sites, sampled: 0.0645
D scatter, sqrt(v/N): 0.0648
deposition flux: 1e-04 monolayer/s
arrivals in stretch in that time: 0.0327
success
```
